# Parratt recursion for grazing X-ray reflectivity, and its numerical stability

## Failure of the plain field matrices

Take a germanium layer 4 µm thick on silicon, illuminated with 8.05 keV X-rays at a grazing angle of 0.1°. The wave in the layer is evanescent, with a decay constant of 0.211 nm⁻¹. Multiplying field matrices from substrate to surface requires numbers of order $e^{844}$. In double precision such an exponential overflows once the layer exceeds 3.36 µm, and the computed reflectivity is not a finite number. Yet the answer is ordinary: $R=0.982$. The overflow belongs to a factor common to both wave amplitudes, which the reflectivity does not need. Parratt's recursion removes it by carrying the ratio of the amplitudes.

## Model and conventions

Layer $j=0$ is vacuum, layers $1,\dots,N$ are films of thickness $d_j$, and layer $N+1$ is a semi-infinite substrate. Interfaces are flat and sharp, and all materials are non-magnetic and absorbing. The coordinate $z$ points downward, $\theta>0$ is measured from the surface, and fields vary as $e^{-i\omega t}$. The electric field is parallel to the interfaces (s polarisation):

$$E_y=\psi(z)\,e^{iqx-i\omega t},\qquad q=\frac{\omega}{c}\cos\theta .$$

In Gaussian units a free electron obeys $m\ddot y=-eE_y$, so $y=eE_y/(m\omega^2)$. With $n_j$ electrons per volume the polarisation is $P=-n_jey=-n_je^2E_y/(m\omega^2)$, and $\varepsilon=1+4\pi P/E_y$. Adding absorption gives

$$\varepsilon_j=1-2\delta_j+2i\beta_j,\qquad 2\delta_j=\frac{4\pi n_je^2}{m\omega^2}.$$

Since $\delta_j,\beta_j\ll1$, the refractive index is $\sqrt{\varepsilon_j}\simeq1-\delta_j+i\beta_j$. Intensity then decays as $e^{-2(\omega/c)\beta_j s}$ along a path $s$. Equating this to $e^{-s/L_j}$ gives $\beta_j=\lambda/(4\pi L_j)$, where $L_j$ is the attenuation length.

Because $E_y$ does not depend on $y$ and $\varepsilon$ varies only with $z$, the field is divergence-free, and Maxwell's equations reduce to $\nabla^2E_y+\varepsilon(\omega/c)^2E_y=0$. Hence

$$\psi''=-k_j^2\psi,\qquad k_j=\frac{\omega}{c}\sqrt{\sin^2\theta-2\delta_j+2i\beta_j}.$$

The root has $\mathrm{Re}\,k_j>0$ and, in absorbing layers, $\mathrm{Im}\,k_j>0$, so $e^{ik_jz}$ travels and decays downward. Continuity of the tangential electric and magnetic fields makes $\psi$ and $\psi'$ continuous.

The form with $\sin^2\theta$ matters numerically. Computing $\varepsilon_j-\cos^2\theta$ subtracts two numbers near one to obtain a result near $10^{-5}$. A rounding error near $10^{-16}$ then becomes a relative error near $10^{-11}$ in $k_j^2$.

## The recursion

At the bottom of layer $j$ let $D_j$ and $U_j$ be the amplitudes of the downward and upward waves, and let $X_j=U_j/D_j$. There

$$\psi=D_j+U_j,\qquad \psi'=ik_j(D_j-U_j).$$

Define the load $Y$ by $\psi'=iY\psi$. Then

$$Y=k_j\frac{1-X_j}{1+X_j},\qquad X_j=\frac{k_j-Y}{k_j+Y}.$$

Now go to the top of layer $j+1$, just across the interface. With $p_j=e^{ik_jd_j}$, the downward wave gains a factor $p_{j+1}$ from top to bottom, and the upward wave gains the same factor from bottom to top. The amplitudes at the top are therefore $D_{j+1}/p_{j+1}$ and $p_{j+1}U_{j+1}$, with ratio

$$Z=p_{j+1}^2X_{j+1}.$$

The load is continuous, so $Y=k_{j+1}(1-Z)/(1+Z)$. Insert this in $X_j$ and multiply numerator and denominator by $1+Z$:

$$X_j=\frac{(k_j-k_{j+1})+(k_j+k_{j+1})Z}{(k_j+k_{j+1})+(k_j-k_{j+1})Z}.$$

Division by $k_j+k_{j+1}$ gives

$$\boxed{X_j=\frac{r_j+p_{j+1}^2X_{j+1}}{1+r_jp_{j+1}^2X_{j+1}}},\qquad r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}}.$$

No wave rises from the depth of the substrate, so $X_N=r_N$. The reflectivity is $R=|X_0|^2$.

The algorithm for one angle is:

1. Compute all $k_j$ with the stated root.
2. Set $X_N=r_N$.
3. For $j=N-1,\dots,0$, compute $p_{j+1}^2$ and apply the boxed formula.
4. Return $|X_0|^2$.

The cost is proportional to the number of layers.

The origin of the overflow is now visible. A matrix carries the pair $(D/p,\;pU)$, whose first member grows when $|p|<1$. Factoring out $1/p$ leaves $(D,\;p^2U)$. The ratio discards the common factor, and the remaining exponential satisfies $|p^2|\le1$. If $p^2$ underflows to zero, the recursion correctly returns the reflection of an opaque layer.

## The single-film limit

For $N=1$ the recursion gives

$$X_0=\frac{r_0+r_1p^2}{1+r_0r_1p^2},\qquad p=e^{ik_1d}.$$

To verify this without the recursion, let the incident amplitude be one and the reflected amplitude $B$. Let $D$ be the downward amplitude at the top of the film, $U$ the upward amplitude at its bottom, and $T$ the substrate amplitude. The four boundary conditions are

$$1+B=D+pU,\qquad k_0(1-B)=k_1(D-pU),$$
$$pD+U=T,\qquad k_1(pD-U)=k_2T.$$

Eliminating $T$ from the second pair gives $(k_1-k_2)pD=(k_1+k_2)U$, or $U=r_1pD$. Multiply the first equation by $k_1$, then add and subtract the second:

$$2k_1D=(k_1+k_0)+(k_1-k_0)B,$$
$$2k_1pU=(k_1-k_0)+(k_1+k_0)B.$$

The quotient of the lower line and the upper one is $pU/D=r_1p^2$. Dividing its numerator and denominator by $k_0+k_1$ gives

$$r_1p^2=\frac{B-r_0}{1-r_0B}.$$

Thus $B(1+r_0r_1p^2)=r_0+r_1p^2$, which is the recursion's result.

The same formula is a sum over internal reflections. The two transmissions through the upper interface multiply to $4k_0k_1/(k_0+k_1)^2=1-r_0^2$, and reflection from inside the film is $-r_0$. Therefore

$$X_0=r_0+(1-r_0^2)r_1p^2\sum_{n=0}^{\infty}(-r_0r_1p^2)^n
=r_0+\frac{(1-r_0^2)r_1p^2}{1+r_0r_1p^2}.$$

Over the common denominator the terms $\pm r_0^2r_1p^2$ cancel. The series converges because $|k_j+k_{j+1}|^2-|k_j-k_{j+1}|^2=4\,\mathrm{Re}(k_jk_{j+1}^*)>0$, so each $|r_j|<1$.

For $d\to\infty$, $p^2\to0$ and $X_0\to r_0$: the substrate is invisible. For $d\to0$, $p=1$, and multiplying out the interface coefficients gives

$$X_0=\frac{r_0+r_1}{1+r_0r_1}=\frac{2k_1(k_0-k_2)}{2k_1(k_0+k_2)}=\frac{k_0-k_2}{k_0+k_2}.$$

The film has disappeared.

## What is bounded, and by how much

Absorption limits the ratios. Let $J=\mathrm{Im}(\psi^*\psi')$, which is proportional to the downward energy flux. Then

$$J'=\mathrm{Im}(|\psi'|^2+\psi^*\psi'')=-\mathrm{Im}(k^2)|\psi|^2\le0.$$

In the substrate $J=\mathrm{Re}(k_{N+1})|\psi|^2>0$, so $J$ is positive everywhere above it. Since $J=\mathrm{Re}(Y)|\psi|^2$, it follows that $\psi\ne0$ and $\mathrm{Re}\,Y>0$.

In vacuum $k_0$ is real, and $|k_0+Y|^2-|k_0-Y|^2=4k_0\,\mathrm{Re}\,Y>0$. Hence $|X_0|<1$.

The same conclusion does not hold inside an absorbing layer. Write $k=k'+ik''$ and $|Y|=\rho$. Then

$$|X|^2=\frac{|k|^2+\rho^2-2\,\mathrm{Re}(kY^*)}{|k|^2+\rho^2+2\,\mathrm{Re}(kY^*)}.$$

At fixed $\rho$ this is largest when $\mathrm{Re}(kY^*)$ is smallest. For $\mathrm{Re}\,Y\ge0$ and $k',k''>0$ that occurs at $Y=-i\rho$, where $\mathrm{Re}(kY^*)=-k''\rho$. With $s=\rho+|k|^2/\rho$ the quotient becomes $(s+2k'')/(s-2k'')$, which falls as $s$ rises. The smallest $s$ is $2|k|$, at $\rho=|k|$. Using $|k|^2-k''^2=k'^2$,

$$|X_j|\le\frac{|k_j|+\mathrm{Im}\,k_j}{\mathrm{Re}\,k_j}.$$

This bound can be far above one for an evanescent wave. The condition $\mathrm{Re}\,Y>0$ also excludes division by zero: from the expressions for $r_j$ and $Y$,

$$k_j+Y=(k_j+k_{j+1})\frac{1+r_jZ}{1+Z}.$$

The left side has positive real part, and $1+Z\ne0$ because $\psi\ne0$, so $1+r_jZ\ne0$.

A waveguide shows that internal ratios do exceed one. Put 20 nm of germanium over 50 nm of silicon on a germanium substrate. Between the critical angles of silicon, 0.221°, and germanium, 0.313°, the wave propagates in silicon but is evanescent in germanium. An angular scan finds the largest $|X_1|=4.43$ at 0.2609°, where the bound is 44.5 and the external reflectivity is 0.82.

This peak is a guided mode. Without absorption, let $k_{\rm Si}=g$ and $k_{\rm Ge}=i\kappa$. The lower interface has $r_2=(g-i\kappa)/(g+i\kappa)=e^{-2i\arctan(\kappa/g)}$, and $r_1=-r_2$. The denominator $1+r_1r_2e^{2igd}$ vanishes when

$$gd=2\arctan(\kappa/g)+M\pi,\qquad M\text{ an integer}.$$

At 0.2609° $g=0.0986$ nm⁻¹ and $\kappa=0.1228$ nm⁻¹. The left side is 4.93, and the right side for $M=1$ is $1.79+3.14=4.93$. Absorption keeps the resonance finite.

## Propagation of errors

Differentiating the boxed formula with respect to $X_{j+1}$ gives, to first order,

$$\Delta X_j=\frac{(1-r_j^2)\,p_{j+1}^2}{(1+r_jZ)^2}\,\Delta X_{j+1}.$$

An opaque layer suppresses errors from below through $p^2$. Near a guided mode the small denominator can amplify them. The absence of growing exponentials therefore prevents overflow, but does not promise a small error at a sharp resonance.

Direction also matters when the field itself is wanted. Suppose $\psi$ and $\psi'$ are marched downward from the surface through an opaque film, with $\kappa=\mathrm{Im}\,k$. The true field falls as $e^{-\kappa d}$, while a rounding error $\epsilon$ excites the other solution, which grows as $e^{\kappa d}$. The relative error is of order $\epsilon e^{2\kappa d}$. For 150 nm of germanium on silicon at 0.1°, $\kappa d=31.65$, and $\epsilon\approx10^{-16}$ predicts about $3\times10^{11}$. The computed relative error is $2.8\times10^{11}$, measured against a 50-digit calculation in which the substrate field is $1.4\times10^{-14}$ of the incident one.

The ratios give a stable alternative. In layer $j$ the top field is proportional to $1+p_j^2X_j$ and the bottom field to $p_j(1+X_j)$, so

$$\psi_{\rm bottom}=\psi_{\rm top}\,\frac{p_j(1+X_j)}{1+p_j^2X_j},$$

starting from $1+X_0$ at the surface. For the same film its relative error is $3\times10^{-16}$.

## A 30 nm germanium film on silicon

Use rounded electron densities of 1400 nm⁻³ for germanium and 700 nm⁻³ for silicon, with rough attenuation lengths of 30 and 70 µm. At 8.05 keV, near copper Kα, $\lambda=0.15402$ nm and $\omega/c=40.795$ nm⁻¹. The formulas above give $\delta=1.489\times10^{-5}$ and $\beta=4.09\times10^{-7}$ for the film.

At $\theta=0.5^\circ$ the wave numbers in nm⁻¹ are

$$k_0=0.3560,\quad k_1=0.2778+0.0024i,\quad k_2=0.3193+0.0009i.$$

They give $r_0=0.1234-0.0043i$ and $r_1=-0.0695+0.0030i$. The round-trip factor is $p^2=e^{2ik_1d}=-0.4956-0.7070i$. Then $r_1p^2=0.0365+0.0477i$, and

$$X_0=\frac{0.1599+0.0433i}{1.0047+0.0057i}=0.1594+0.0422i,$$

so $R=0.0272$. An error in $X_1$ reaches the surface multiplied by 0.84 in modulus. At 0.1° the reflectivity is 0.982, as for the 4 µm film: the intensity penetration depth, $1/(2\,\mathrm{Im}\,k_1)=2.4$ nm, is far below either thickness. At 1° and 2° the reflectivity is $1.43\times10^{-3}$ and $8.1\times10^{-5}$.

Interference fringes yield the thickness. Above the critical angles, neglect absorption, so that $r_0$ and $r_1$ are real. Squaring the single-film formula gives

$$R=1-\frac{(1-r_0^2)(1-r_1^2)}{1+r_0^2r_1^2+2r_0r_1\cos(2k_1d)}.$$

For a film denser than its substrate, $r_0>0>r_1$. If the slow variation of $r_0$ and $r_1$ is ignored, minima lie at $2k_1d=2\pi M$, or

$$\sin^2\theta_M=2\delta_1+\left(\frac{M\lambda}{2d}\right)^2.$$

For a lighter film on a denser substrate $r_1>0$, and $M$ is a half-integer.

Multiplying $R$ by $\sin^4\theta$ removes most of its steep fall. The first two minima of this product above 0.5° are at 0.5411° and 0.6665°, with $M=3$ and 4. Among integer and half-integer trial orders, this numbering brings all the minima up to 2° closest to a straight line when $\sin^2\theta_M$ is plotted against $M^2$. Their $\sin^2\theta$ values differ by $4.613\times10^{-5}$, which equals $(16-9)(\lambda/2d)^2$. Hence $\lambda/2d=2.567\times10^{-3}$ and $d=30.0$ nm. A straight-line fit to all 11 minima up to 2° also gives 30.0 nm, and a critical angle of 0.3131° against the input 0.3127°.

## Real films

Tens of nanometres to a few micrometres are realistic thicknesses for germanium grown on silicon, but real interfaces are not perfectly sharp. Replace both steps by error-function profiles of width $\sigma=0.5$ nm, an assumed value, and compute them as 0.1 nm slices. The reflectivity is multiplied by 0.62 at 1° and 0.134 at 2° (0.135 with 0.025 nm slices and longer tails), while the fitted thickness stays at 30.0 nm. Islands or other lateral structure also scatter diffusely, which this one-dimensional model omits, as it does crystal diffraction.

A surface oxide is more serious for thickness. Adding 1.5 nm with an assumed density of 1000 nm⁻³ and attenuation length of 40 µm shifts the fringes, so $R$ is multiplied by 0.34 at 1° but by 2.2 at 0.95°. The same two-interface fringe fit, left free to choose the orders, now prefers half-integers and returns 32.6 nm. That numbering is wrong for a film denser than its substrate, and it implies a critical angle of 0.220°, far from the 0.313° of germanium. Integer orders give 31.7 nm and a critical angle of 0.348°, which is also wrong. This thickness lies near the total of 31.5 nm, not the germanium thickness. With 3 nm of oxide even the integer numbering is ambiguous: starting at $M=3$ gives 32.9 nm and 0.292°, near the total of 33 nm, while starting at $M=2$ fits about equally well and gives 30.9 nm with an implausible critical angle of 0.464°. A three-interface film should be fitted with the full recursion, which can recover both thicknesses from noise-free data when the densities and attenuation lengths are known. The fringes create many local minima, so a local least-squares fit needs starting values close to the truth or a global search.

The free-electron formula omits the binding of inner electrons. Lowering the film density by 4 %, a rough allowance for this, moves the critical angle from 0.313° to 0.306° and reduces $R$ at 0.5° by 20 %. This overstates the change for crystalline germanium: its density of 1413 nm⁻³ with a dispersion correction of about $-1.1$ electrons per atom gives about 1365 nm⁻³, a critical angle of 0.309° and a reduction of about 13 %. An angular resolution of 0.02° full width at half maximum raises the minimum at 0.936° by 26 %. A beam 0.1 mm high overfills a 20 mm sample below 0.286°, so measured intensities there need a footprint correction. For p polarisation $k_j$ is replaced by $k_j/\varepsilon_j$ in $r_j$; at 2° this lowers $R$ by 0.5 %.
